# Interaction Energy of Parallel Dipolar Wires in a Square Supercell, part 2

Identical, infinitely long, parallel, neutral wires cross a perpendicular plane at the points of a square lattice. We seek their interaction energy \(E_{\rm int}\): the energy of the stack, per wire and per unit length, minus that of one isolated wire. The charge density is averaged along the wire axis. Formulas are in Gaussian units; \(\lambda\) is a charge per length, \(\mathbf p\) a transverse dipole moment per unit length, equal for all wires, with magnitude \(p\), and \(e\) the elementary charge.

A transverse position is \(\mathbf r=(x,y)\) or \(z=x+iy\), with \(r=|\mathbf r|\). A star denotes complex conjugation. Lattice points are written \(\omega\), or \(\mathbf r_\omega\) as vectors; the printed output writes \(\omega\) as `w`.

Two line dipoles a distance \(r\) apart, with \(\theta\) the angle between \(\mathbf p\) and the line joining them, have the energy

\[
u=-\mathbf p\cdot\mathbf E
=\frac{2p^2}{r^2}-\frac{4p^2\cos^2\theta}{r^2}
=-\frac{2p^2\cos2\theta}{r^2}.
\]

The local field \(\mathbf E_{\rm loc}\) at a wire comes from the other wires and all charge induced on the boundary. A uniformly polarized medium filling a grounded enclosure has zero field. For fixed point-like dipoles filling a grounded conductor, far from the wall,

\[
\mathbf E_{\rm loc}=2\pi\mathbf P=\frac{2\pi\mathbf p}{A},
\]

where \(\mathbf P=\mathbf p/A\), and

\[
E_{\rm int}=-\frac{\pi p^2}{A}.
\]

The printed output also checks these results for unit dipoles and unit spacing. The grounded cylinder has radius 60.5 and is centred on a wire; site (10,5) lies ten spacings along \(x\) and five along \(y\) from the centre. Without a conductor, the sum of \(\operatorname{Re}\omega^{-2}\) over \(\omega\ne0\) depends on the shape of the stack: it is zero for a circular stack and tends to \(\pi\) for a strip long along \(\mathbf p\), here taken along \(x\). The strip sum uses 21 rows, each reaching 20000 cells to either side.

## Part two: extended wires, polarization and a polymer chain

The wires stand on a square lattice of spacing \(L\) and cell area \(A=L^2\), with lattice points \(\omega\) in the complex plane \(z=x+iy\). Each is neutral and has the transverse dipole \(\mathbf p\) per unit length. A line charge has the potential \(-2\lambda\ln r\). With a conducting boundary, fixed point-like dipoles feel the local field \(2\pi\mathbf p/A\) and have the interaction energy \(-\pi p^2/A\) per wire and per length. A prime on a lattice sum excludes the origin.

A wire in a calculation has a finite cross-section, and its supercell energy can be obtained from a periodic potential. Let \(\rho(\mathbf r)\) be the axially averaged charge density of one wire, and let \(g(\mathbf r)\) be the periodic potential of a unit line charge in every cell with a uniform neutralizing background:

\[
\nabla^2g=-4\pi\left[\sum_\omega\delta(\mathbf r-\mathbf r_\omega)-\frac1A\right].
\]

In Fourier form, \(g=(4\pi/A)\sum_{\mathbf G\ne0}e^{i\mathbf G\cdot\mathbf r}/G^2\), where \(\mathbf G\) runs over the reciprocal lattice. The backgrounds cancel when the charges of a neutral wire are added. Because the potential is periodic, the field averaged over a cell is zero. This is also the state of a uniformly polarized medium inside a grounded conductor, so omitting the term \(\mathbf G=0\) represents the conducting boundary. The calculation below confirms this by arriving at the same energy without using the wall.

Near the origin, \(-2\ln r\) accounts for the point source. Since \(\nabla^2r^2=4\) in two dimensions, \(\pi r^2/A\) accounts for the background. What remains is regular and satisfies Laplace's equation, so it is the real part of a power series in \(z\). The square lattice is unchanged by a quarter turn, under which \(z^k\) acquires the factor \(i^k\); only powers divisible by four survive. Reflection in the \(x\) axis makes their coefficients real. Thus

\[
g=-2\ln r+c_0+\frac{\pi r^2}{A}+a_4\operatorname{Re}z^4+O(z^8).
\]

To find \(a_4\), use the derivative \(\partial=\tfrac12(\partial_x-i\partial_y)\). It satisfies \(\partial z=1\) and \(\partial z^*=0\), and for an analytic function \(f\) it gives \(\partial\operatorname{Re}f=f'/2\). With \(r^2=zz^*\),

\[
\partial g=-\frac1z+\frac{\pi z^*}{A}+2a_4z^3+\ldots,\qquad
\partial^3g=-\frac{2}{z^3}+12a_4z+\ldots
\]

The function \(\partial^3g\) is periodic and has the pole \(-2/(z-\omega)^3\) at every lattice point. The sum \(-2\sum_\omega(z-\omega)^{-3}\) converges absolutely, is periodic and has the same poles. The difference of the two is periodic and free of poles, hence bounded, and a bounded function analytic in the whole plane is constant. Both functions are odd in \(z\), so the constant is zero. For \(\omega\ne0\),

\[
-\frac{2}{(z-\omega)^3}=\frac{2}{\omega^3}\left(1-\frac z\omega\right)^{-3}
=\frac{2}{\omega^3}+\frac{6z}{\omega^4}+\ldots
\]

The sum of \(\omega^{-3}\) vanishes because \(\omega\) and \(-\omega\) occur in pairs. Comparing the terms linear in \(z\) gives

\[
12a_4=6\sum_\omega{}^{'}\omega^{-4},\qquad
a_4=\frac{S_4}{2L^4},\qquad
S_4=\sum_{m,n}{}^{'}\frac{1}{(m+in)^4}=3.1512 .
\]

The energy per cell is \(\tfrac12\iint\rho\rho'g(\mathbf r-\mathbf r')\), and an isolated wire has the same expression with \(-2\ln|\mathbf r-\mathbf r'|\) in place of \(g\). The interaction energy is the difference. The series for \(g\) may be used when any two charges of one wire are closer than \(L\), the distance to the next source. The constant \(c_0\) is multiplied by the square of the total charge, which is zero. For the quadratic term write

\[
|\mathbf r-\mathbf r'|^2=r^2+r'^2-2\mathbf r\cdot\mathbf r'.
\]

The first two terms vanish on integration, each because one of the two integrals is the total charge. The third gives

\[
\frac12\,\frac{\pi}{A}\,(-2)\int\rho\,\mathbf r\,d^2r\cdot\int\rho'\,\mathbf r'\,d^2r'
=-\frac{\pi p^2}{A}.
\]

The result for point dipoles thus reappears as the contribution of the background to the periodic potential, and it holds for this term whatever the shape of \(\rho\).

The next term involves the moments \(M_k=\int\rho\,z^k\,d^2r\). Here \(M_0=0\) and \(M_1=p_x+ip_y\). Expanding

\[
(z-z')^4=z^4-4z^3z'+6z^2z'^2-4zz'^3+z'^4
\]

and integrating with \(\rho\rho'\), the outer terms vanish with \(M_0\), and the rest is \(6M_2^2-8M_1M_3\). Multiplication by \(\tfrac12a_4=S_4/(4L^4)\) leads to

\[
E_{\rm int}=-\frac{\pi p^2}{A}
+\frac{S_4}{L^4}\operatorname{Re}\left(\frac32M_2^2-2M_1M_3\right)+O(L^{-8}).
\]

The moments \(M_2\) and \(M_3\) depend on the origin, but their combination does not. A shift of the charges by \(b\) changes \(M_2\) to \(M_2+2bM_1\) and \(M_3\) to \(M_3+3bM_2+3b^2M_1\). The added terms are \(6bM_1M_2+6b^2M_1^2\) from the first part of the bracket and the negative of the same from the second. A rotation of the wire by an angle \(\beta\) multiplies both parts by \(e^{4i\beta}\). The leading energy does not depend on orientation, whereas the correction does.

The role of the lattice symmetry is also visible here. A hexagonal lattice, like the square one, allows no quadratic term other than \(\pi r^2/A\), and it has the same leading energy. A rectangular cell with unequal sides permits an additional term \(a_2\operatorname{Re}z^2\) in \(g\). Its energy is \(\tfrac12a_2\operatorname{Re}(-2M_1^2)=-a_2\operatorname{Re}M_1^2\), which is \(-a_2p^2\) for \(\mathbf p\) along \(x\) and \(+a_2p^2\) for \(\mathbf p\) along \(y\). To leading order, the mean over the two directions remains \(-\pi p^2/A\), but the individual energies do not.

For a cell of 2 nm by 4 nm and a dipole made of two line charges 0.05 nm apart, the energies in units of \(\pi p^2/A\) are \(-2.0947\) along the short side and \(+0.0938\) along the long side, with mean \(-1.0004\). The first value can be traced to a single row. Wires at distances \(2|m|\) nm, placed head to tail, have the energy

\[
-p^2\sum_{m\neq0}\frac{1}{(2m)^2}=-\frac{\pi^2p^2}{12}
\]

in units of \(\mathrm{nm}^{-2}\) for the inverse area. Divided by \(\pi p^2/8\), this is \(-2\pi/3\approx-2.094\). Neighbouring rows add little, because the field of a periodic row, apart from its mean, decays exponentially with distance. For such a cell the square-lattice formula would be wrong by about a factor of two in one direction and would have the wrong sign in the other.

So far the dipole has been held fixed. The electrons of a real wire respond to the local field. Let \(\mathbf p_0\) be the dipole of the isolated wire and \(\alpha\) its polarizability per length, which has the dimension of an area. The direction of \(\mathbf p_0\) is assumed to be a principal axis of the polarizability, and \(\alpha\) is the value along it, so that \(\mathbf p\) keeps this direction. Changing the dipole costs \((p-p_0)^2/(2\alpha)\); with an external field \(F\) and energy \(-pF\), this cost has its minimum at \(p=p_0+\alpha F\), as a polarizability should. In the lattice, at leading order in \(1/L\),

\[
E(p)=\frac{(p-p_0)^2}{2\alpha}-\frac{\pi p^2}{A}.
\]

Put \(\kappa=2\pi\alpha/A\). Setting the derivative to zero gives \(p-p_0=\kappa p\), hence \(p=p_0/(1-\kappa)\). Insertion of \(p-p_0=\kappa p\) and \(\pi/A=\kappa/(2\alpha)\) yields

\[
E=\frac{\kappa^2p^2}{2\alpha}-\frac{\kappa p^2}{2\alpha}
=-\frac{\kappa p^2(1-\kappa)}{2\alpha}
=-\frac{\pi p_0^2}{A}\,\frac{1}{1-\kappa}.
\]

The second derivative, \((1-\kappa)/\alpha\), is positive for \(\kappa<1\), so the stationary point is then a minimum with respect to a common change of all dipoles, the only change that a supercell with one wire allows. Independent changes of the dipoles are not covered by this condition. As \(\kappa\) approaches one the linear model with equal dipoles becomes unstable, and wires so close together can no longer be treated as separate point-like objects. Since \(p_0=p(1-\kappa)\), the energy also equals \(-\pi pp_0/A\). A relaxed supercell calculation delivers \(p\), so within this model adding \(\pi p^2/A\) to its energy overcorrects by the relative amount \(\kappa/(1-\kappa)\). The excess energy falls as \(L^{-4}\), like the multipole term left out of the model, so for an extended wire the actual error also depends on that term.

As an example, take one all-trans chain of poly(vinylidene fluoride), a polymer whose polar groups give it a transverse dipole. The chain is represented by point charges with rough, round parameters; this is a charge model, not an electronic-structure calculation. The repeat length is 0.26 nm. Projected on the transverse plane, one repeat has two hydrogen atoms of charge \(0.08\,e\) at \((\pm0.090,0.105)\) nm and their carbon atom of charge \(-0.16\,e\) at \((0,0.045)\) nm. It also has two fluorine atoms of charge \(-0.20\,e\) at \((\pm0.110,-0.125)\) nm and their carbon atom of charge \(0.40\,e\) at \((0,-0.045)\) nm. The charges add up to zero. The dipole per repeat, in \(e\,\)nm, is

\[
2(0.08)(0.105)-0.16(0.045)-0.40(0.045)+2(0.20)(0.125)=0.0416,
\]

or 2.0 D. Division by 0.26 nm gives \(p=0.160\,e\) per unit length.

In a square supercell of side 2 nm, \(A=4\ \mathrm{nm^2}\). In these units the Gaussian \(e^2\) stands for 1.43996 eV nm, and

\[
\frac{\pi p^2}{A}
=\frac{\pi(0.160)^2}{4}\times1.43996\ \frac{\rm eV}{\rm nm}
=28.95\ \frac{\rm meV}{\rm nm}.
\]

Multiplied by 0.26 nm, this makes \(E_{\rm int}=-7.53\) meV per repeat. The local field is \(2\pi p/A\), with 1.43996 V nm for the Gaussian \(e\): 0.362 V/nm, or 3.62 MV/cm. The leading energy falls as \(L^{-2}\). For it to be 1 meV per repeat, the side must be \(2\sqrt{7.53}=5.49\) nm.

The moments are \(M_1=0.160\,i\) \(e\), \(M_2=0.001754\) \(e\) nm and \(M_3=0.005030\,i\) \(e\,\mathrm{nm}^2\). With the origin on the chain axis, as in these coordinates, the bracket in the correction is dominated by \(-2M_1M_3\), which is positive because \(i^2=-1\). For \(L=2\) nm the correction is \(+0.119\) meV per repeat, 1.6% of the leading term in magnitude and opposite to it in sign.

These values can be compared with a direct evaluation of the periodic energy. Each line charge is smeared into a Gaussian \(\lambda e^{-r^2/w^2}/(\pi w^2)\) with \(w=0.05\) nm. The mean of \(z^k\) over a circularly symmetric cloud is its value at the centre, so the moments \(M_k\) are unchanged. If \(\rho_{\mathbf G}\) is the Fourier integral of \(\rho\), the periodic energy is

\[
E_{\rm per}=\frac{2\pi}{A}\sum_{\mathbf G\ne0}\frac{|\rho_{\mathbf G}|^2}{G^2}.
\]

The energy of the same smeared charges standing alone is subtracted. The results per repeat are as follows.

| \(L\) (nm) | direct (meV) | \(-\pi p^2/A\) (meV) | \(L^{-4}\) term (meV) |
|---|---:|---:|---:|
| 1 | −28.218 | −30.110 | 1.904 |
| 2 | −7.409 | −7.528 | 0.119 |
| 4 | −1.874 | −1.882 | 0.007 |

At \(L=1\) nm the leading term alone is 6.7% too large in magnitude, relative to the direct value. With the correction, the remaining difference is \(-0.012\) meV. Between 1 and 2 nm this remainder falls as \(L^{-7.99}\), in agreement with the next allowed power. Turning the chain by 0.3 rad at \(L=2\) nm changes the direct energy to \(-7.484\) meV, because the correction is multiplied by \(\cos1.2\). Raising the cutoff in \(G\) from 170 to 220 nm\(^{-1}\) shifts the energy by less than \(10^{-12}\) meV per repeat.

The largest effect left out of the rigid charge model, among those estimated here, is polarization. With the rough value \(\alpha=0.02\ \mathrm{nm^2}\), \(\kappa=2\pi(0.02)/4=0.031\), and the leading energy changes from \(-7.53\) to \(-7.77\) meV per repeat, by 3.2%. At this value polarization exceeds the finite-size correction and, in the orientation of the table, has the opposite effect. The value is probably on the high side for such a chain. With half of it the change would be 1.6%, about as large as the finite-size correction, so the order of the two effects depends on the actual polarizability.

The variation of charge along the chain is much less important. A component of wavenumber \(q=2\pi/(0.26\ {\rm nm})\) obeys \((\nabla^2-q^2)f=-4\pi\delta\) in the transverse plane for a unit source. Its solution is \(2K_0(qr)\), where \(K_0\) is the modified Bessel function that behaves as \(-\ln r\) near the source and decays roughly as \(e^{-qr}\) far away. The closest fluorine atoms of neighbouring images are 1.78 nm apart, and hydrogen and fluorine atoms of neighbours along the dipole are 1.77 nm apart. A generous estimate with the first harmonic, four neighbours, every pair of charges placed at 1.78 nm and all charges taken in phase by magnitude is \(2\times10^{-18}\) eV per repeat. Electron tunnelling between images is also negligible: for a rough barrier of 10 eV the wave function decays at 16.2 nm\(^{-1}\), which leaves an amplitude of about \(3\times10^{-13}\) over the same distance. Dispersion forces between images are outside this electrostatic model. Temperature does not enter the energy of a fixed configuration.

The dipole of about 2 D per repeat is in the range expected for such a chain, but it is an input here, and the energy varies as its square: a 10% larger dipole gives a 21% larger energy. The isolated chain in a wide supercell is a computational arrangement. In the polar crystal each chain occupies only roughly 0.2 nm\(^2\), far less than the 4 nm\(^2\) used here. The same \(\alpha\) would then give \(\kappa\approx0.6\) and an enhancement factor between two and three; half of it would give \(\kappa\approx0.3\) and a factor of about 1.5. The result at this density is thus very sensitive to the rough input. Even for rigid charges on a square lattice with this cell area, the leading term is unreliable: it is too large in magnitude by more than a third in the orientation of the table, and too small by more than a quarter when the chain is turned by 45 degrees. The packing is also not that of this square model, so the formula should not be used for the cohesion of the crystal.

For a supercell calculation of an isolated polar wire with a fixed dipole, the energy to be added is, to leading order, \(\pi p^2/A\) per length, or \(p^2/(4\varepsilon_0A)\) in SI units. If the wire polarizes linearly as described above, \(p^2\) is replaced by \(pp_0\), where \(p\) is the dipole found in the supercell and \(p_0=p(1-2\pi\alpha/A)\) that of the isolated wire. This replacement accounts for polarization but not for the orientation-dependent \(L^{-4}\) term of an extended wire, which can be of similar size. The other conditions are a neutral wire, a square cell wide compared with the wire, vacuum between the images, and a periodic potential with zero mean field. The full numerical output follows the text.

## Computed results

```
e^2/(4 pi eps0) = 1.439965 eV nm
pair energy, unit dipoles, r=1.3, angle 0.4 rad: -0.82450, law -0.82450
LATTICE SUMS of Re(1/w^2), unit cell side
  circular stack -4.4e-16
  strip long along p 3.1395, across p -3.1395
  S4 = 3.15121
GROUNDED CYLINDER, unit dipoles and cell side
  radius 60.5, wires 11513, 2 pi = 6.2832
  central field without wall 7.5e-06
  central field with wall 6.2908
  field at site (10,5) with wall 6.2909
MODEL CHAIN (rough inputs)
  H: x=0.090 nm, y=0.105 nm, q=0.08 e
  H: x=-0.090 nm, y=0.105 nm, q=0.08 e
  C of CH2: x=0.000 nm, y=0.045 nm, q=-0.16 e
  C of CF2: x=-0.000 nm, y=-0.045 nm, q=0.40 e
  F: x=0.110 nm, y=-0.125 nm, q=-0.20 e
  F: x=-0.110 nm, y=-0.125 nm, q=-0.20 e
  repeat 0.26 nm, dipole per repeat 0.0416 e nm
  dipole per repeat 1.998 D
  dipole per length p = 0.1600 e
  M2 = 0.001754 e nm, M3 = 0.005030 i e nm^2
IMAGE ENERGY, meV per repeat
  L=1 nm: numeric -28.21786, -pi p^2/A -30.11029
    L^-4 term 1.90442, remainder -1.20e-02
  L=2 nm: numeric -7.40859, -pi p^2/A -7.52757
    L^-4 term 0.11903, remainder -4.70e-05
  L=4 nm: numeric -1.87445, -pi p^2/A -1.88189
    L^-4 term 0.00744, remainder -1.84e-07
  remainder falls as L^-7.99
  L=2 nm, chain turned by 0.3 rad: -7.48441
  shift on raising cutoff 170 to 220 /nm: 3.3e-13
  shift on smearing 0.05 to 0.04 nm: 1.7e-13
RECTANGULAR CELL 2 x 4 nm, energy in units of pi p^2/A
  p along short side -2.0947, along long side 0.0938
  mean -1.0004
EXAMPLE AT L = 2 nm
  -pi p^2/A = -28.952 meV/nm
  local field 3.619 MV/cm
  side for a 1 meV per repeat leading term: 5.49 nm
NEGLECTED EFFECTS AT L = 2 nm
  L^-4 term / leading term: -1.581 %
  alpha = 0.02 nm^2, 2 pi alpha/A = 0.03142
  polarizable energy -7.7717 meV per repeat
  change by polarization 3.24 %
  closest image distance of F atoms 1.78 nm
  axial modulation, size estimate 2.2e-18 eV per repeat
  tunnelling: 10 eV barrier, kappa 16.20 /nm, amplitude 3.0e-13
```
